# Why adiabatic Joule heating runs away in a finite time

**Question**

I am trying to understand thermal breakdown in a slab whose conductivity rises with temperature. The field \(E\) is held constant, no heat escapes, and I use

\[
\sigma(T)=\sigma_0\,e^{a(T-T_0)},\qquad a>0 .
\]

Hotter material conducts better, so it heats faster. I expected the temperature to grow roughly exponentially, becoming very large but staying finite at any given time. Instead, my numerical solution stops at a definite moment, and a smaller time step does not help. Is there really a finite time at which the temperature becomes infinite? If so, how do I derive it, and what does it mean for a real piece of material, which obviously never gets infinitely hot?

**Answer**

Your numerics are right: this equation has no solution beyond a certain time. The infinity belongs to the idealised model, but its time scale remains a useful estimate when the conductivity rises steeply and both cooling and source resistance are small.

**Energy balance**

Let \(C\) be the heat capacity per unit volume, taken as constant, and let the slab be uniform with \(T=T_0\) at \(t=0\). The current density is \(\sigma E\), so the Joule power per unit volume is \(\sigma E^2\). With no losses, all of it raises the temperature:

\[
C\frac{dT}{dt}=\sigma_0E^2e^{a(T-T_0)} .
\]

Measure the temperature rise in units of \(1/a\) by setting \(\theta=a(T-T_0)\). Then \(d\theta/dt=a\,dT/dt\), and

\[
\frac{d\theta}{dt}=\frac{a\sigma_0E^2}{C}\,e^{\theta}=\frac{e^{\theta}}{t_*},
\qquad t_*\equiv\frac{C}{a\sigma_0E^2}.
\]

At the start \(e^\theta=1\), so \(t_*\) is the time in which the initial heating rate, if it stayed constant, would raise the temperature by \(1/a\).

**Integration**

Multiply by \(e^{-\theta}dt\) to separate the variables, then integrate from \(\theta=0\) at \(t=0\):

\[
\int_0^{\theta}e^{-\theta'}d\theta'=\int_0^t\frac{dt'}{t_*}
\quad\Longrightarrow\quad
1-e^{-\theta}=\frac{t}{t_*}.
\]

Hence \(e^{-\theta}=1-t/t_*\). Taking the logarithm and returning to \(T\) gives

\[
T(t)=T_0-\frac1a\ln\!\left(1-\frac{t}{t_*}\right),\qquad 0\le t<t_* .
\]

The logarithm tends to \(-\infty\) as \(t\to t_*\), so \(T\to+\infty\). The relation \(1-e^{-\theta}=t/t_*\) also shows why nothing can follow: its left side is below 1 for every finite \(\theta\), so no finite temperature corresponds to \(t\ge t_*\).

**Why this is not exponential growth**

Exponential growth results when the heating rate rises linearly with temperature. Take \(\sigma=\sigma_0(1+\theta)\), which has the same initial value and slope. With \(s=t/t_*\),

\[
\frac{d\theta}{ds}=1+\theta\quad\Longrightarrow\quad\ln(1+\theta)=s\quad\Longrightarrow\quad\theta=e^{s}-1 ,
\]

which is finite at every time. At \(s=1\) it gives \(\theta\approx1.7\), where the exponential law has already diverged.

For a general positive \(\sigma(T)\), the time needed to heat from \(T_0\) to infinite temperature is

\[
t_\infty=\int_{T_0}^{\infty}\frac{C\,dT}{\sigma(T)E^2}.
\]

The temperature diverges in a finite time if this integral converges, and otherwise it does not. For your law the integrand falls as \(e^{-a(T-T_0)}\), and the integral equals \(t_*\). For the linear law it falls as \(1/T\), and the integral diverges logarithmically.

**What the solution looks like**

Since \(e^\theta=1/(1-t/t_*)\), the current density is

\[
J=\sigma_0E\,e^{\theta}=\frac{\sigma_0E}{1-t/t_*}.
\]

The energy absorbed per unit volume is

\[
\int_0^t JE\,dt'=-\sigma_0E^2t_*\ln\!\left(1-\frac{t}{t_*}\right)=C(T-T_0),
\]

because \(\sigma_0E^2t_*=C/a\). It too grows without bound, so a source of finite energy cannot hold the field constant up to \(t_*\).

The first half of \(t_*\) raises the temperature by \(\ln2/a\). Each tenfold reduction of the time remaining adds a further \(\ln10/a\). The slab therefore warms modestly for most of the interval and then runs away.

**A numerical case**

Consider a disc of thermistor ceramic, of the kind whose resistance falls on heating, suddenly connected to 1000 V. I take round parameters: thickness 1 mm, area 0.25 cm², \(T_0=300\) K, \(\sigma_0=10^{-3}\) S/cm, \(C=3\) J/(cm³ K) and \(a=0.04\) K⁻¹. The field is \(E=10^4\) V/cm, so

\[
\sigma_0E^2=10^{-3}\times10^{8}=10^5\ \mathrm{W/cm^3},
\qquad
t_*=\frac{3}{0.04\times10^5}\ \mathrm{s}=0.75\ \mathrm{ms}.
\]

At half this time the disc is at 317 K, at 90 % it is at 358 K, and at 99 % it is at 415 K. The current starts at 2.5 A, since the cold resistance is 400 Ω. At 400 K, where \(\theta=4\), it has grown by \(e^4\approx55\) to 136 A.

**What removes the infinity**

*The conductivity law.* Thermally activated conduction is better described by \(\sigma=\sigma_\infty e^{-B/T}\). Its logarithm has slope \(B/T^2\), so the logarithm of your law is the tangent to it at \(T_0\), with \(a=B/T_0^2\). The value \(a=0.04\) K⁻¹ corresponds to \(B=3600\) K. The exact exponent relative to \(T_0\) is

\[
\frac{B}{T_0}-\frac{B}{T}=\frac{B(T-T_0)}{T_0T}=a(T-T_0)\frac{T_0}{T},
\]

which is smaller than yours by the factor \(T_0/T\). At 400 K it is 3 instead of 4. Moreover \(\sigma<\sigma_\infty\) at every finite temperature, so

\[
T-T_0\le\frac{\sigma_\infty E^2}{C}\,t .
\]

There is no divergence at any finite time. The rise is still abrupt: in the example this law reaches 600 K at 0.91 ms. So \(t_*\) remains a useful estimate of when runaway happens here, where \(B/T_0=12\) is large, although no infinity occurs there.

*The source.* Let a resistance \(R_s=rR_0\) stand in series with the body, whose resistance is \(R_0e^{-\theta}\), and hold the total voltage \(V\) fixed. The power in the body is

\[
\frac{V^2R_0e^{-\theta}}{(R_0e^{-\theta}+rR_0)^2}
=\frac{V^2}{R_0}\,\frac{e^{\theta}}{(1+re^{\theta})^2}.
\]

The initial rate without the series resistance still defines \(t_*\), so \(d\theta/ds=e^\theta/(1+re^\theta)^2\). Separating and expanding the square,

\[
s=\int_0^\theta\left(e^{-\theta'}+2r+r^2e^{\theta'}\right)d\theta'
=1-e^{-\theta}+2r\theta+r^2(e^\theta-1).
\]

For \(r>0\) the right side grows without limit, so every finite time has a finite temperature. With \(R_s=2\) Ω, \(r=0.005\), and at \(\theta=4\) the three contributions are \(0.982+0.040+0.001=1.023\). The ideal value is 0.982, so reaching 400 K takes 4 % longer.

**When there is no runaway at all**

Without losses, any non-zero field eventually causes runaway in your model. Cooling changes that. Let the body, of volume \(\Omega\), lose heat at the rate \(G(T-T_0)\). Dividing the loss by \(\Omega\) and rescaling as before gives

\[
\frac{d\theta}{ds}=e^\theta-\delta\theta,\qquad
\delta=\frac{Gt_*}{\Omega C}=\frac{G}{\Omega a\sigma_0E^2}.
\]

The smallest value of the right side is found from \(e^\theta-\delta=0\), that is, \(\theta=\ln\delta\), where it equals \(\delta(1-\ln\delta)\). If \(\delta<e\) this is positive: heating wins at every temperature, and the exponential again gives a finite-time divergence. If \(\delta>e\), heating and cooling balance at some \(\theta<1\), and a body starting at \(T_0\) settles there. At \(\delta=e\) it creeps up to \(\theta=1\). Runaway therefore requires

\[
E>E_c=\sqrt{\frac{G}{e\,\Omega a\sigma_0}} .
\]

For \(G=5\) mW/K and \(\Omega=0.025\) cm³, \(E_c\approx43\) V/cm, or about 4.3 V across the disc. Integrating the cooled equation at \(0.98E_c\) gives a steady 319 K; at \(1.02E_c\) the temperature passes 600 K after 286 s. These values belong to the exponential law. With the activated law the threshold is about 5 % higher, near 45 V/cm, so at \(1.02E_c\) the disc would still settle, at about 321 K. At 10 kV/cm, by contrast, the cooling time \(\Omega C/G=15\) s is so much longer than \(t_*\) that this loss delays the arrival at 400 K by only about 0.001 %.

**How far to trust 0.75 ms**

The chosen \(\sigma_0\), \(B\), \(C\) and \(G\) are in the rough range for small thermistor discs. The 1000 V is not: it represents a fault or a surge, far above the voltage at which such a part measures temperature. The changes below refer to the time to reach 400 K, with one assumption altered at a time and the others kept.

- The activated conductivity lengthens it by 13 %.
- A heat capacity that rises by 0.1 % of its initial value per kelvin lengthens it by 2 %.
- Faces held at 300 K lengthen it by 5 %, judged at the mid-plane. Here the temperature varies along the current, so the current density is uniform and the field is not. I solved the one-dimensional heat equation at fixed voltage, with thermal conductivity 0.03 W/(cm K). The figure holds only within the model: when the mid-plane reaches 400 K, the field at the cold faces is about 500 kV/cm, fifty times the mean, and a conductivity that depends on temperature alone cannot be trusted there.
- A region that starts 5 K hotter gets there 18 % sooner.

The last effect has a simple origin. Regions side by side between the same electrodes share the same field. One that starts at \(\theta_h\) obeys the same equation, so its remaining time to divergence is

\[
t_*\int_{\theta_h}^{\infty}e^{-\theta}d\theta=t_*e^{-\theta_h}.
\]

Here \(\theta_h=0.04\times5=0.2\), which gives \(0.82\,t_*\). This neglects sideways heat flow, which is reasonable for regions much wider than the diffusion length in \(t_*\), about 27 µm. In a real disc, then, uniform heating is a doubtful assumption: the hottest path can run away while the rest is still warm.

These figures support "somewhat under a millisecond" as the time for this disc to reach 400 K, not a breakdown time good to several digits. With the activated law, the rising heat capacity, the 2 Ω source and the cold faces acting together, the mid-plane reaches 400 K at 0.94 ms and 600 K at 1.17 ms. All of this assumes that \(\sigma\) does not depend on the field, which is not assured at 10 kV/cm: if carriers escape from charged traps, a Poole–Frenkel estimate at 300 K raises \(\sigma\) by a factor of 1.3 to 2.5 for relative permittivities from 100 down to 10, and shortens \(t_*\) in proportion. The figures also leave out cracking, melting and contact failure, any of which may end the process first. The numerical output below lists the values for the ideal case and for the effects taken one at a time.

## Numbers as computed

```
starting temperature T0: 300 K
Arrhenius temperature B: 3600 K
activation energy k*B: 0.310 eV
slope a = B/T0^2: 0.0400 1/K
1/a: 25.00 K
heat capacity C: 3.0 J/(cm^3 K)
conductivity sigma0: 0.0010 S/cm
thickness: 1.0 mm; area: 0.25 cm^2
voltage: 1000 V; field E: 10.0 kV/cm
initial power density: 1.000e+05 W/cm^3
initial heating rate: 3.333e+04 K/s
runaway time tstar: 0.7500 ms
T at t/tstar = 0.5: 317.3 K
T at t/tstar = 0.9: 357.6 K
T at t/tstar = 0.99: 415.1 K
T at t/tstar = 0.999: 472.7 K
rise in first half, ln2/a: 17.33 K
rise per tenfold cut, ln10/a: 57.56 K
largest T error, formula vs integration: 5.0e-08 K
initial resistance: 400 ohm
initial current: 2.50 A
ideal current at 400 K: 136 A
energy density stored at 400 K: 300 J/cm^3
ideal time to 400 K: 0.7363 ms
times to the same temperature, relative to ideal:
  Arrhenius conductivity: 1.1348
  heat capacity +0.1 % per K: 1.0231
  air cooling, 5 mW/K: 1.000013
  source resistance 2 ohm: 1.0421
  region 5 K hotter at start: 0.8153
  ideally cold electrodes: 1.0547
Arrhenius time to 600 K: 0.9143 ms
Arrhenius limit conductivity: 162.8 S/cm
Arrhenius limit heating rate: 5.43e+09 K/s
thermal conductivity: 0.030 W/(cm K)
heat diffusion length in tstar: 27.4 um
air cooling time C*volume/G: 15.0 s
runaway threshold field with air cooling: 42.9 V/cm
  final T at 0.98 of threshold: 318.6 K
  time to 600 K at 1.02 of threshold: 286 s
hop length: 0.3 nm
hopping conductivity change by field: 5.6e-06
relative permittivity: 10
dielectric relaxation time: 0.89 ns
```
